# The Lattice Friedel Sum Rule and the Zero Total of Displaced States

Q: You want to count the states that a defect displaces in an infinite crystal. Both the perfect and the perturbed crystal have infinitely many states. What is there to count?

A: Only the difference. Let $H_0$ be the host Hamiltonian, with finitely many orbitals per cell and finite-range hopping, so that its spectrum is bounded. Let $H=H_0+V$, where $V$ is Hermitian and acts on finitely many orbitals. The algebra is in atomic units, and numerical energies are in eV. Define

$$G_0(z)=(z-H_0)^{-1},\qquad G(z)=(z-H)^{-1}.$$

Each trace is infinite, but the difference of the operators is

$$G-G_0=G\,[(z-H_0)-(z-H)]\,G_0=G\,V\,G_0 .$$

Since $V$ has finite rank, so does $GVG_0$, and its trace is finite. From $1/(x+i0)=P(1/x)-i\pi\delta(x)$, where $\delta(x)$ is the Dirac function, the change in the density of states per spin is

$$\Delta\rho(E)=-\frac1\pi\,\mathrm{Im}\,\mathrm{Tr}\,[G-G_0](E+i0).$$

Bound states appear in it as Dirac peaks of positive weight.

Q: That still asks for a trace over the whole crystal. Why should a small determinant know it?

A: Multiply $z-H$ by $G_0$:

$$(z-H)G_0=(z-H_0-V)G_0=1-VG_0\equiv M(z).$$

Hence $G_0=GM$ and $G=G_0M^{-1}$. The operator $VG_0$ has output only on the orbitals touched by $V$. If these are listed first, $M$ is block triangular, with a unit block for all other orbitals. So $D(z)=\det M(z)$ is the determinant of a small matrix, containing $G_0$ only between touched orbitals.

Now differentiate. Because $dG_0/dz=-G_0^2$, we have $dM/dz=VG_0^2$, and

$$\frac{d}{dz}\ln D=\mathrm{Tr}\left[M^{-1}\frac{dM}{dz}\right]
=\mathrm{Tr}\,[M^{-1}VG_0G_0]
=\mathrm{Tr}\,[G_0M^{-1}VG_0].$$

The last step moves one $G_0$ to the front, which is allowed because $V$ has finite rank. Since $G_0M^{-1}=G$, the result is $\mathrm{Tr}[GVG_0]$, so

$$\frac{d}{dz}\ln D(z)=\mathrm{Tr}\,[G(z)-G_0(z)].$$

Q: A logarithm brings an ambiguity of $2\pi i$. If the phase is to count states, an error of $2\pi$ is an error of two states.

A: The upper half plane fixes the branch. Suppose $D(z)=0$ with $\mathrm{Im}\,z>0$. Then $M\psi=0$ for some nonzero $\psi$, and $\phi=G_0\psi$ obeys $(z-H)\phi=0$. A Hermitian $H$ has no complex eigenvalue, so $\phi=0$, and then $\psi=(z-H_0)\phi=0$, a contradiction. Thus $D$ has no zero there. At large $|z|$, $G_0=1/z+O(1/z^2)$, which gives

$$D(z)=1-\frac{\mathrm{Tr}\,V}{z}+O(1/z^2).$$

The upper half plane has no holes, so $\ln D$ is single valued in it once we demand $\ln D\to0$ at infinity. With this branch define

$$\delta(E)=-\arg D(E+i0).$$

Then $\mathrm{Im}\ln D=-\delta$, and the two minus signs cancel in

$$\Delta\rho(E)=-\frac1\pi\frac{d}{dE}\,\mathrm{Im}\ln D(E+i0)=\frac1\pi\frac{d\delta}{dE}.$$

Integrating from below all states, where $\delta=0$, gives the number of displaced states per spin up to $E$:

$$\Delta N(E)=\frac{\delta(E)}{\pi}.$$

Q: And where does the Friedel sum rule for charge enter?

A: At zero temperature, with independent electrons, two spin directions and a fixed Fermi energy $E_F$, the defect attracts $2\Delta N(E_F)$ electrons in total. If a metal must screen a defect that requires $Z$ additional electrons, the potential has to satisfy

$$Z=\frac{2}{\pi}\,\delta(E_F).$$

The count holds for any allowed $V$. The value $Z$ is a further condition, which an arbitrarily chosen $V$ will not meet. The count also covers all space, not just the defect site.

Q: You speak of a phase, but a bound state lies where there is no scattering. How can a phase include it?

A: Outside the continuum $G_0$ is Hermitian and $D$ is real. Near an isolated level $E_b$ of multiplicity $\nu$, $\mathrm{Tr}[G-G_0]$ has the pole $\nu/(z-E_b)$, because $H_0$ has no level there. Integrating the derivative formula gives $D\simeq C(z-E_b)^\nu$ with real $C$. As $E+i0$ moves from left to right past $E_b$, $\arg(z-E_b)$ falls from $\pi$ to $0$. Therefore $\arg D$ falls by $\nu\pi$, and $\delta$ rises by $\nu\pi$. The level adds $\nu$ states, as it should.

Q: Then an attractive defect has a bound state and also pulls band states down. Surely the total is positive?

A: Look above all the levels of $H$ and $H_0$. There $D$ is real and nonzero, and it tends to 1 as $E\to\infty$. It is therefore positive, and the branch fixed at infinity gives $\delta=0$. Hence

$$\int_{-\infty}^{\infty}\Delta\rho(E)\,dE=0,$$

with bound states included. Physically, $V$ changes the energies and shapes of states but does not change the number of orbitals.

For one band, suppose that $D$ is finite and nonzero at both edges and that $\delta$ is continuous there. With $n_<$ bound states below and $n_>$ above,

$$\delta(\text{bottom})=\pi n_<,\qquad \delta(\text{top})=-\pi n_> .$$

The second relation holds because the upper levels must raise $\delta$ back to zero. So the band changes by

$$\Delta N_{\rm band}=-(n_<+n_>).$$

This is the lattice form of Levinson's theorem. "The total over a band is zero" is thus true only if the levels split off from it are included.

Q: I would like a case in which I can follow the phase by hand, and with more than a single number for $V$.

A: Take a simple cubic lattice with one orbital per site and hopping $-t$. Its energies are $\varepsilon_{\mathbf k}=-2t(\cos k_x+\cos k_y+\cos k_z)$, with $\mathbf k$ in units of the inverse lattice constant. The defect at site $|0\rangle$ has level $U$, and its hopping to the six neighbours is $-(t+\tau)$. The numerical output calls $\tau$ "dt".

Let $|s\rangle$ be the normalized symmetric sum of the six neighbours. Then $H_0|0\rangle=-\sqrt6\,t|s\rangle$, and $V$ has the elements

$$V_{00}=U,\qquad V_{0s}=V_{s0}=v=-\sqrt6\,\tau,\qquad V_{ss}=0.$$

Write $g=\langle0|G_0|0\rangle$ and $x=zg-1$. The diagonal element of $(z-H_0)G_0=1$ at site 0 reads $zg+\sqrt6\,t\,G_{s0}=1$, so

$$G_{0s}=G_{s0}=-\frac{x}{\sqrt6\,t}.$$

For the other element use $H_0G_0=G_0H_0=zG_0-1$ twice:

$$H_0G_0H_0=(zG_0-1)H_0=z(zG_0-1)-H_0=z^2G_0-z-H_0.$$

At site 0 the left side is $6t^2G_{ss}$, and $\langle0|H_0|0\rangle=0$. Thus

$$G_{ss}=\frac{z^2g-z}{6t^2}=\frac{zx}{6t^2}.$$

Q: And the determinant?

A: Multiplying out the two-by-two matrix gives

$$D=(1-Ug-vG_{0s})(1-vG_{0s})-vg\,(UG_{0s}+vG_{ss}).$$

The two terms containing $UvgG_{0s}$ cancel, leaving

$$D=(1-vG_{0s})^2-Ug-v^2gG_{ss}.$$

With $\lambda=\tau/t$ we have $vG_{0s}=\lambda x$ and $v^2gG_{ss}=\lambda^2zgx=\lambda^2(x+1)x$. Therefore

$$D=1-2\lambda x+\lambda^2x^2-\lambda^2x^2-\lambda^2x-Ug
=1-(2\lambda+\lambda^2)x-Ug.$$

Put $\alpha=(1+\lambda)^2$ and $x=zg-1$:

$$D(z)=\alpha-g(z)\,[\,U+(\alpha-1)z\,].$$

For $\tau=0$ this is the single-site result $1-Ug$.

Inside the open band $\mathrm{Im}\,g=-\pi\rho_0<0$, where $\rho_0$ is the host density of states per site. So $\mathrm{Im}\,D$ has the sign of the bracket $B(E)=U+(\alpha-1)E$. Where $B=0$, $D=\alpha$, which is positive unless the site is cut off. The phase can now be followed from two edge values and the sign of $B$.

Q: Do it with numbers.

A: Take round model parameters with $t=1$ eV, so the band runs from $-6$ to $6$ eV. Zone integration gives $g(6)=0.25273$ eV$^{-1}$. The band is symmetric about zero, so $g(-6)=-0.25273$ eV$^{-1}$.

Defect A has $U=-2$ eV and $\tau=0$, so $\alpha=1$ and $B=-2$ eV throughout. At the edges

$$D(-6)=1-2(0.25273)=0.495,\qquad D(6)=1+2(0.25273)=1.505.$$

Both are positive, and no bound state is found. In the band $\mathrm{Im}\,D<0$, so $\delta$ lies between $0$ and $\pi$ and returns to zero. The computed $\Delta N$ is 0.381 at $-2$ eV, 0.233 at 0 and zero at 6 eV. The attraction moves states down in energy within the band, and the upper part pays for the lower.

Defect B has $U=-5$ eV and $\tau=0.5$ eV, so $\alpha=1.5^2=2.25$ and $B=-5+1.25E$, with $E$ in eV. Then

$$D(-6)=2.25-0.25273\times12.5=-0.909,$$
$$D(6)=2.25-0.25273\times2.5=1.618.$$

The first sign requires a level below the band, because $D\to1$ far below. It is found at $-7.340$ eV ($-0.2698$ hartree). The phase enters the band at $\pi$ and leaves at zero, so the band loses one state per spin.

Q: The output shows $\Delta N=0.0000$ for B at 4 eV, well inside the band. Is that an accident of rounding?

A: No. $B(4)=-5+1.25\times4=0$, so $D(4)=\alpha=2.25$ is real and positive, and $\delta(4)=0$. Just above 4 eV, $B>0$ and $\mathrm{Im}\,D>0$, so $\Delta N$ is negative until it returns to zero at the top edge. At this one energy the lower level $U$ and the stronger hopping cancel in $\mathrm{Im}\,D$, and hence in the phase. $D$ itself equals $\alpha$, not 1, so the defect still alters the states near it. Only the total displaced count up to this energy vanishes.

Q: Can one band lose two states?

A: Defect C does. It has $U=-1$ eV and $\tau=1$ eV, which gives $\alpha=4$ and $B=-1+3E$. Now

$$D(-6)=4-0.25273\times19=-0.802,$$
$$D(6)=4-0.25273\times17=-0.296.$$

Both edges demand a bound state outside. The levels are at $-6.4595$ eV ($-0.2374$ hartree) and $6.0587$ eV ($0.2227$ hartree). The phase starts at $\pi$, crosses zero where $B=0$, at $E=1/3$ eV, and ends at $-\pi$. Per spin, the account is

$$1\ (\text{below})-2\ (\text{band})+1\ (\text{above})=0.$$

Q: With B, a bound state filled by two electrons below $E_F$ must attract two electrons.

A: It does not, because the filled part of the band loses states too. At $E_F=-1$ eV, $\Delta N=0.332$. The level contributes $1$, so the band up to $E_F$ contributes $0.332-1=-0.668$. With both spins the defect attracts $2\times0.332=0.664$ electrons. Were B meant to model a screened defect with $Z=1$, its potential would have to be readjusted.

Q: All this rests on one phase. What would expose a wrong branch or a lost factor?

A: Quantities that can be obtained by diagonalization. For a smooth $f$, integrate by parts. The boundary terms vanish because $\Delta N$ is zero below and above all the levels:

$$\mathrm{Tr}[f(H)-f(H_0)]=\int f\,\Delta\rho\,dE=-\int f'(E)\,\Delta N(E)\,dE.$$

The choice $f=E$ gives $\int\Delta N\,dE=-\mathrm{Tr}\,V=-U$. An error of one state anywhere over a finite interval would spoil this area.

The first four powers of $E$ were tested against a periodic cluster of $12\times12\times12$ sites. There the traces equal those of the infinite lattice, since a closed walk of at most four steps cannot go around the cluster. The largest difference, divided by the same power of 6 eV, is about $10^{-7}$.

A second test takes for $f$ the Fermi function with chemical potential $-1$ eV and $k_BT=0.5$ eV. For B the phase gives 0.3481 displaced states per spin and the cluster 0.3483. Here the cluster is an approximation to the infinite lattice, so a small difference is expected.

Q: You assumed regular band edges. What if $G_0$ diverges there, as in a chain?

A: Then the edge itself carries weight. For the chain, set $w=e^{ik}$ in the zone integral:

$$g=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\frac1{z+2t\cos k}
=\oint\frac{dw}{2\pi i}\frac1{tw^2+zw+t}=\frac1{\sqrt{z^2-4t^2}}.$$

The two roots have product 1, so one lies inside the unit circle, and its residue gives the result. The square root behaves as $z$ at infinity. In the band it equals $is$ with $s=\sqrt{4t^2-E^2}$. For one site with $U>0$,

$$D=1-\frac{U}{is}=1+\frac{iU}{s},\qquad \delta=-\arctan\frac Us .$$

Below the band the root is negative, $D>0$ and $\delta=0$. Just inside either edge $s\to0$ and $\delta\to-\pi/2$. Just above the band $D=1-U/\sqrt{E^2-4t^2}<0$ and $\delta=-\pi$. So each edge has weight $-1/2$, and the open band has net change zero. The bound state lies where $\sqrt{E^2-4t^2}=U$. For $t=1$ eV and $U=1.5$ eV this is $E_b=\sqrt{2.25+4}=2.5$ eV. The sum is

$$-\tfrac12+0-\tfrac12+1=0.$$

Leaving out the edges would give a false total of $+1$.

In the cubic lattice a fractional edge weight can arise when $D$ vanishes at the edge. For a single site this happens at $|U|=1/0.25273=3.957$ eV. At the bottom edge, with $U$ attractive, $g\simeq g(-6)-ic\sqrt{E+6}$ to leading order with $c>0$, since the density of states grows as a square root. Then $D=1-Ug\simeq-i|U|c\sqrt{E+6}$, so $\delta$ jumps from $0$ to $\pi/2$. This half state marks the threshold for binding.

Q: And a bound level inside the band?

A: Cut the site off by $\tau=-t$. Then $\alpha=0$ and $D=g(z)(z-U)$. If $U$ lies in the band, the factor $z-U$ gives a jump of $+1$ state at $U$. The factor $g$ is the determinant for the host with a missing site. Its argument rises from $-\pi$ to $0$ across the band, a change of $-1$ state. The total is still zero, but $\delta$ is now discontinuous inside the band. If the detached orbital is not counted, the remaining vacancy has a total of $-1$. The zero sum requires the same set of orbitals before and after.

Q: Last objection. Real crystals have several bands. Does each balance its own account?

A: Not by itself. A level in a gap takes its state from a band, and not always from the nearer one. Give the two sublattices of the cubic lattice levels $+m$ and $-m$. At each $\mathbf k$ the Hamiltonian is a two-by-two matrix with diagonal $\pm m$ and off-diagonal element $\varepsilon_{\mathbf k}$. Inverting it, the Green function on a $+m$ site is

$$G_{AA}(E)=\left\langle\frac{E+m}{E^2-m^2-\varepsilon_{\mathbf k}^2}\right\rangle_{\mathbf k}.$$

Place an attraction $U<0$ on such a site, so $D=1-UG_{AA}$. In the gap $dG_{AA}/dE=-\langle0|(E-H_0)^{-2}|0\rangle<0$, so $D$ falls steadily. It starts from 1 at $E=-m$: the zone average grows as $1/\sqrt{m^2-E^2}$, but the factor $E+m$ vanishes faster. At $E=m$ that factor stays finite and $D\to-\infty$. There is one gap level.

For $m=2$ eV and $U=-4$ eV it lies at $-0.289$ eV, and diagonalization of a finite cluster agrees to within $2\times10^{-4}$ eV. At the lowest band edge $D=0.271$. Since $D$ also falls steadily from 1 at $-\infty$ to this value, no level lies below. In the lower band $\mathrm{Im}\,D<0$ and both end values are positive, so its phase starts and ends at zero. The lower band changes by $0$, the gap by $+1$ and the upper band, with its edges, by $-1$. The cluster levels show the same counts.

The level has come from the upper band, although it lies slightly nearer the lower one. What must vanish is the sum over all bands, with their edges, and all bound levels of the model, whether these lie in a gap or outside all the bands. The numerical output lists the displaced states $\Delta N$ at several energies, and any bound levels, for defects A, B and C.

## Numbers as computed

```
host hopping t = 1.0 eV, band from -6.0 to 6.0 eV
host density of states integrates to 1.00000
g00 at upper band edge = 0.25273 1/eV
critical single-site attraction |U| = 3.9568 eV
cluster for comparison: 12 x 12 x 12 sites, periodic
smeared counts use mu = -1.0 eV, kT = 0.5 eV
defect A: U = -2.0 eV, dt = 0.0 eV
  N per spin at E/eV: -6: 0.0000, -4: 0.1932, -2: 0.3809, -1: 0.2677, 0: 0.2326, 2: 0.1609, 4: 0.0612, 6: 0.0000
  band change 0.0000, bound 0, total 0.0000 (magnitude)
  both spins at E_F = -1 eV: 0.5354 electrons
  smeared N per spin: phase 0.27164, cluster 0.27175
  largest scaled moment difference: 1.4e-08
defect B: U = -5.0 eV, dt = 0.5 eV
  bound state below band: -7.3403 eV = -0.26975 hartree
  N per spin at E/eV: -6: 1.0000, -4: 0.6125, -2: 0.5150, -1: 0.3319, 0: 0.2494, 2: 0.1134, 4: 0.0000, 6: 0.0000
  band change -1.0000, bound 1, total 0.0000 (magnitude)
  both spins at E_F = -1 eV: 0.6638 electrons
  smeared N per spin: phase 0.34810, cluster 0.34826
  largest scaled moment difference: 3.4e-08
defect C: U = -1.0 eV, dt = 1.0 eV
  bound state below band: -6.4595 eV = -0.23738 hartree
  bound state above band: 6.0587 eV = 0.22265 hartree
  N per spin at E/eV: -6: 1.0000, -4: 0.4448, -2: 0.3400, -1: 0.1472, 0: 0.0355, 2: -0.2418, 4: -0.3416, 6: -1.0000
  band change -2.0000, bound 2, total 0.0000 (magnitude)
  both spins at E_F = -1 eV: 0.2944 electrons
  smeared N per spin: phase 0.15542, cluster 0.15557
  largest scaled moment difference: 1.3e-07
chain: U = 1.5 eV, t = 1.0 eV, bound state 2.5000 eV
chain edge weights: lower -0.5000, upper -0.5000
chain smooth band part: 0.0000 (magnitude)
two bands: m = 2.0 eV, U = -4.0 eV, gap -2.0 to 2.0 eV
two bands: D at the lowest band edge = 0.2714
gap level: determinant -0.2886 eV, cluster -0.2885 eV
state change: lower band 0, gap 1, upper band -1
```
